# Vibrational Volume Shift and Adiabatic Bulk Modulus in the Quasiharmonic Approximation: a numerical check

```python
"""Quasiharmonic volume shift and adiabatic bulk modulus.

Results under test, for F(V,T) = E0(V) + sum of oscillator free energies:
  (A) V - V0 = sum(gamma_i eps_i)/B0 to first order in the vibrations
  (B) B_S = B_T (1 + alpha gamma_C T), gamma_C weighted by heat capacity
V: volume per atom, V0: static minimum, B0: static bulk modulus,
gamma_i = -d ln(omega_i)/d ln(V), eps_i: mean mode energy with zero point,
B_T, B_S: isothermal and adiabatic moduli, alpha: volume expansivity.
Model: fcc crystal, nearest-neighbour Morse bonds, zero pressure.
Rydberg atomic units: hbar = 1, electron mass = 1/2, energy in Ry.
Temperatures are held as t = kT in Ry; entropy and heat capacity in k.
"""
from functools import lru_cache
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

RY_J = const.physical_constants["Rydberg constant times hc in J"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
K_RY = const.k / RY_J
GPA = RY_J / BOHR_M**3 / 1e9

DEPTH, STEEP, R0, MASS_U = 0.03, 0.7, 5.5, 50.0
MASS = MASS_U * const.atomic_mass / (2 * const.m_e)
V0 = R0**3 / np.sqrt(2)
MESH = 8


def first(f, x, h):
    """Five-point first derivative."""
    return (8 * (f(x + h) - f(x - h)) - f(x + 2*h) + f(x - 2*h)) / (12 * h)


def second(f, x, h):
    """Five-point second derivative."""
    return (16 * (f(x + h) + f(x - h)) - f(x + 2*h) - f(x - 2*h)
            - 30 * f(x)) / (12 * h * h)


def bond(r):
    y = np.exp(-STEEP * (r - R0))
    return DEPTH * (y * y - 2 * y)


def bond_d1(r):
    y = np.exp(-STEEP * (r - R0))
    return 2 * DEPTH * STEEP * (y - y * y)


def bond_d2(r):
    y = np.exp(-STEEP * (r - R0))
    return 2 * DEPTH * STEEP**2 * (2 * y * y - y)


def distance(vol):
    return (np.sqrt(2) * vol)**(1 / 3)


def static_energy(vol):
    return 6 * bond(distance(vol))


# neighbour vectors in units of half the cubic lattice constant
NEIGH = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2], dtype=float)
UNIT = NEIGH / np.sqrt(2)
PAR = np.einsum("ra,rb->rab", UNIT, UNIT)
PERP = np.eye(3) - PAR


def geometry(q):
    """Bond sums for wavevectors q in units of 2 pi / cubic constant."""
    weight = 1 - np.cos(np.pi * q @ NEIGH.T)
    return (np.einsum("qr,rab->qab", weight, PAR),
            np.einsum("qr,rab->qab", weight, PERP))


@lru_cache(maxsize=None)
def mesh_geometry(n):
    recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], dtype=float)
    frac = (np.arange(n) + 0.5) / n
    grid = np.array(list(itertools.product(frac, repeat=3)))
    return geometry(grid @ recip)


def dynamical(vol, geo):
    r = distance(vol)
    return (bond_d2(r) * geo[0] + bond_d1(r) / r * geo[1]) / MASS


@lru_cache(maxsize=None)
def omegas(vol, n=MESH):
    squares = np.linalg.eigvalsh(dynamical(vol, mesh_geometry(n)))
    assert squares.min() > 0
    return np.sqrt(squares)


def per_atom(values):
    return values.sum() / len(values)


def mode_energy(w, t):
    return w / 2 + (w / np.expm1(w / t) if t > 0 else 0)


def mode_heat(w, t):
    return (w / (2 * t) / np.sinh(w / (2 * t)))**2


def vib_free(vol, t):
    w = omegas(vol)
    f = w / 2
    if t > 0:
        f = f + t * np.log(-np.expm1(-w / t))
    return per_atom(f)


def entropy(vol, t):
    x = omegas(vol) / t
    return per_atom(x / np.expm1(x) - np.log(-np.expm1(-x)))


def internal(vol, t):
    return static_energy(vol) + per_atom(mode_energy(omegas(vol), t))


def mode_gammas(vol, n=MESH):
    """Mode Grueneisen parameters by first-order perturbation theory."""
    geo = mesh_geometry(n)
    squares, vec = np.linalg.eigh(dynamical(vol, geo))
    slope = first(lambda v: dynamical(v, geo), vol, 1e-3 * vol)
    change = np.einsum("qai,qab,qbi->qi", vec, slope, vec)
    return np.sqrt(squares), -vol * change / (2 * squares)


def averages(vol, t, n=MESH):
    """Energy, energy-weighted gamma, heat capacity, heat-weighted gamma."""
    w, g = mode_gammas(vol, n)
    e = mode_energy(w, t)
    out = [per_atom(e), (g * e).sum() / e.sum()]
    if t > 0:
        c = mode_heat(w, t)
        out += [per_atom(c), (g * c).sum() / c.sum()]
    return out


def equilibrium(t, scale=1.0):
    """Volume that minimizes E0 + scale * F_vib, from F alone."""
    def total(v):
        return static_energy(v) + scale * vib_free(v, t)
    return brentq(lambda v: first(total, v, 1e-3 * V0),
                  0.99 * V0, 1.06 * V0, xtol=1e-12, rtol=1e-14)


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


# Static crystal: numerical derivatives against closed forms
def static_modulus(v):
    return v * second(static_energy, v, 5e-3 * V0)


B0 = static_modulus(V0)
BP = -V0 / B0 * first(static_modulus, V0, 5e-3 * V0)
close(B0, 2 * np.sqrt(2) * bond_d2(R0) / (3 * R0), 1e-6)
close(BP, 1 + STEEP * R0, 1e-5)

# Frozen zone-boundary displacements against the dynamical matrix,
# at an expanded volume where the bonds are under tension
v_test = 1.03 * V0
r_test = distance(v_test)
q_x = np.array([[1.0, 0.0, 0.0]])
sign = np.cos(np.pi * NEIGH @ q_x[0])
d_x = dynamical(v_test, geometry(q_x))[0]
for axis in (0, 1):
    direction = np.eye(3)[axis]

    def frozen(u):
        bonds = r_test * UNIT + np.outer((sign - 1) * u, direction)
        return 0.5 * bond(np.linalg.norm(bonds, axis=1)).sum()
    close(second(frozen, 0.0, 0.02), MASS * d_x[axis, axis], 1e-5)

print(f"Morse depth {DEPTH} Ry, steepness {STEEP} 1/bohr")
print(f"bond length {R0} bohr, atomic mass {MASS_U} u")
print(f"mass in Rydberg units (2 m_e): {MASS:.1f}")
print(f"static volume V0 = {V0:.4f} bohr^3/atom")
print(f"static modulus B0 = {B0:.6e} Ry/bohr^3 = {B0*GPA:.2f} GPa")
print(f"static pressure derivative B0' = {BP:.4f}")
w_0, g_0 = mode_gammas(V0)
print(f"highest sampled mode energy at V0 = {w_0.max():.5e} Ry")
print(f"mode gamma at V0: min {g_0.min():.4f}, max {g_0.max():.4f}")
print(f"plain mean of mode gamma at V0 = {g_0.mean():.4f}")

# Volume shift from the static minimum
first_order, full = {}, {}
for kelvin in (0, 50, 300):
    t = kelvin * K_RY
    data = averages(V0, t)
    e_vib, gam_e = data[0], data[1]
    p_vib = -first(lambda v: vib_free(v, t), V0, 1e-3 * V0)
    close(p_vib, gam_e * e_vib / V0, 1e-6)
    x1 = gam_e * e_vib / (B0 * V0)
    b_vib = V0 * second(lambda v: vib_free(v, t), V0, 5e-3 * V0)
    x2 = (BP + 1) / 2 * x1**2 - x1 * b_vib / B0
    rest = [((equilibrium(t, s) / V0 - 1) - s * x1) / s**2
            for s in (0.1, 0.05)]
    assert abs(2 * rest[1] - rest[0] - x2) < 5e-3 * x1**2
    first_order[kelvin] = x1 * V0
    full[kelvin] = equilibrium(t) - V0
    print(f"--- shift at T = {kelvin} K, averages at V0")
    print(f"E_vib = {e_vib:.6e} Ry/atom, gamma_E = {gam_e:.4f}")
    print(f"P_vib = {p_vib:.5e}, B_vib = {b_vib:.5e} Ry/bohr^3")
    print(f"first-order shift = {x1*V0:.4f} bohr^3 = {100*x1:.4f} %")
    print(f"second-order term = {x2*V0:.4f} bohr^3")
    print(f"full shift = {full[kelvin]:.4f} bohr^3"
          f" = {100*full[kelvin]/V0:.4f} %")
print("--- thermal part of the shift, 0 to 300 K")
print(f"first order {first_order[300]-first_order[0]:.4f} bohr^3,"
      f" full {full[300]-full[0]:.4f} bohr^3")

# Isothermal and adiabatic moduli at the true equilibrium volume
for kelvin in (50, 300):
    t = kelvin * K_RY
    vol = V0 + full[kelvin]
    _, gam_e, heat, gam_c = averages(vol, t)
    alpha = first(lambda k: equilibrium(k * K_RY), kelvin, 1.0) / vol
    b_t = vol * second(lambda v: static_energy(v) + vib_free(v, t),
                       vol, 5e-3 * vol)
    s_fixed = entropy(vol, t)

    def t_isentrope(v):
        return brentq(lambda y: entropy(v, y) - s_fixed,
                      0.8 * t, 1.2 * t, xtol=1e-18, rtol=1e-14)

    b_s = vol * second(lambda v: internal(v, t_isentrope(v)),
                       vol, 5e-3 * vol)
    close(alpha, gam_c * heat * K_RY / (b_t * vol), 1e-4)
    close(first(t_isentrope, vol, 1e-3 * vol), -gam_c * t / vol, 1e-5)
    gam_from_moduli = (b_s / b_t - 1) / (alpha * kelvin)
    close(gam_from_moduli, gam_c, 1e-3)
    if kelvin == 50:
        # the energy-weighted average must fail in the same relation
        assert abs(gam_from_moduli - gam_e) > 5e-3 * gam_c
    print(f"--- moduli at T = {kelvin} K, V = {vol:.4f} bohr^3/atom")
    print(f"C_V = {heat:.4f} k/atom, alpha = {alpha:.5e} 1/K")
    print(f"gamma_C = {gam_c:.4f}, gamma_E = {gam_e:.4f}")
    print(f"gamma from B_S/B_T = {gam_from_moduli:.4f}")
    print(f"alpha gamma_C T = {alpha*gam_c*kelvin:.6f}")
    print(f"B_T = {b_t:.6e} Ry/bohr^3 = {b_t*GPA:.3f} GPa")
    print(f"B_S = {b_s:.6e} Ry/bohr^3 = {b_s*GPA:.3f} GPa")
    print(f"directly computed B_S/B_T - 1 = {b_s/b_t-1:.6f}")

# Wavevector sampling: coarse mesh against a finer one
fine = 14
print(f"--- mesh check, {MESH}^3 against {fine}^3 wavevectors")
for kelvin in (0, 300):
    coarse_d = averages(V0, kelvin * K_RY)
    fine_d = averages(V0, kelvin * K_RY, fine)
    ratio = coarse_d[0] * coarse_d[1] / (fine_d[0] * fine_d[1])
    assert abs(ratio - 1) < 5e-3
    print(f"relative change of shift at {kelvin} K: {ratio-1:.1e}")
g_coarse = averages(V0, 50 * K_RY)[3]
g_fine = averages(V0, 50 * K_RY, fine)[3]
close(g_coarse, g_fine, 2e-2)
print(f"relative change of gamma_C at 50 K: {g_coarse/g_fine-1:.1e}")

print("ALL CHECKS PASSED")
```

Printed output:

```
Morse depth 0.03 Ry, steepness 0.7 1/bohr
bond length 5.5 bohr, atomic mass 50.0 u
mass in Rydberg units (2 m_e): 45572.2
static volume V0 = 117.6449 bohr^3/atom
static modulus B0 = 5.039743e-03 Ry/bohr^3 = 74.14 GPa
static pressure derivative B0' = 4.8500
highest sampled mode energy at V0 = 2.25746e-03 Ry
mode gamma at V0: min 0.8674, max 1.8417
plain mean of mode gamma at V0 = 1.4934
--- shift at T = 0 K, averages at V0
E_vib = 2.323279e-03 Ry/atom, gamma_E = 1.5468
P_vib = 3.05457e-05, B_vib = 5.22160e-05 Ry/bohr^3
first-order shift = 0.7130 bohr^3 = 0.6061 %
second-order term = 0.0053 bohr^3
full shift = 0.7183 bohr^3 = 0.6106 %
--- shift at T = 50 K, averages at V0
E_vib = 2.382653e-03 Ry/atom, gamma_E = 1.5410
P_vib = 3.12104e-05, B_vib = 4.97771e-05 Ry/bohr^3
first-order shift = 0.7286 bohr^3 = 0.6193 %
second-order term = 0.0060 bohr^3
full shift = 0.7346 bohr^3 = 0.6244 %
--- shift at T = 300 K, averages at V0
E_vib = 6.034851e-03 Ry/atom, gamma_E = 1.4988
P_vib = 7.68837e-05, B_vib = 2.63431e-05 Ry/bohr^3
first-order shift = 1.7947 bohr^3 = 1.5255 %
second-order term = 0.0707 bohr^3
full shift = 1.8698 bohr^3 = 1.5894 %
--- thermal part of the shift, 0 to 300 K
first order 1.0817 bohr^3, full 1.1515 bohr^3
--- moduli at T = 50 K, V = 118.3795 bohr^3/atom
C_V = 0.6972 k/atom, alpha = 1.03364e-05 1/K
gamma_C = 1.3683, gamma_E = 1.5490
gamma from B_S/B_T = 1.3683
alpha gamma_C T = 0.000707
B_T = 4.938331e-03 Ry/bohr^3 = 72.645 GPa
B_S = 4.941823e-03 Ry/bohr^3 = 72.697 GPa
directly computed B_S/B_T - 1 = 0.000707
--- moduli at T = 300 K, V = 119.5147 bohr^3/atom
C_V = 2.8370 k/atom, alpha = 4.83568e-05 1/K
gamma_C = 1.5080, gamma_E = 1.5188
gamma from B_S/B_T = 1.5080
alpha gamma_C T = 0.021877
B_T = 4.688597e-03 Ry/bohr^3 = 68.972 GPa
B_S = 4.791169e-03 Ry/bohr^3 = 70.481 GPa
directly computed B_S/B_T - 1 = 0.021877
--- mesh check, 8^3 against 14^3 wavevectors
relative change of shift at 0 K: -2.5e-06
relative change of shift at 300 K: -5.2e-05
relative change of gamma_C at 50 K: -2.7e-04
ALL CHECKS PASSED
```
